Thermal runaway of an Arrhenius leakage path in a ferroelectric capacitor, part 2

A leakage path through a thin film heats itself. The problem is to find the load and the temperature rise at which it loses its steady state. In the one-temperature model the whole path has temperature T, in kelvin. At fixed voltage V its heating is

P(T) = P0 exp(A/T0 − A/T),  A = Ea/k.

Here T0 is the ambient temperature, Ea the activation energy at the working voltage and k Boltzmann's constant. The load P0 is the heating the path would have at T0. With cooling conductance G in W/K and heat capacity C,

C dT/dt = P(T) − G(T − T0).

Let ε = T0/A = kT0/Ea. If ε < 1/4, the low-temperature steady state ends at

Tc = (A/2)[1 − √(1 − 4ε)].

There the heating and cooling curves touch: P = GΔTc and P′ = G, where the prime means d/dT. The critical rise and threshold load are

ΔTc = Tc − T0 = kTc²/Ea,

P0c = GΔTc exp(−Tc/T0).

To leading order the rise is kT0²/Ea. Above P0c the path runs away, after a delay near threshold. At 1% excess, direct integration from ambient to a rise of 150 K gives a delay of 44.6 times C/G; the approximate formula gives 47.9.

The example is a path of 5 nm radius through a hafnia-based film of thickness d = 10 nm, between electrodes 10 nm thick, with V = 3 V, T0 = 300 K, Ea = 0.40 eV and A = 4642 K. The thermal conductivities are 1 W/(m K) for the film and 10 W/(m K) for the electrodes; each interface has thermal resistance R = 5 × 10⁻⁹ m² K/W. A heat-flow calculation in ring-shaped cells, out to a radius of 40 nm and with the outer electrode faces at ambient, gives G = 8.171 × 10⁻⁸ W/K, the total power divided by the mean rise in the path. P0c/G is 7.645 K. At half the threshold load the stable rise is 4.90 K, with Arrhenius exponent 0.249, and the unstable rise is 69.0 K.

**The threshold of the example**

With Ea = 0.40 eV and T0 = 300 K, Tc is 322.4 K and ΔTc is 22.4 K. The current grows by exp(322.4/300) = 2.93 between T0 and Tc. The threshold load is

P0c = 8.171 × 10⁻⁸ W/K × 22.39 K / 2.929 = 0.625 μW.

Division by 3 V gives an ambient-temperature current of 0.21 μA. The hot path at threshold carries 2.93 times as much, or 0.61 μA.

These numbers illustrate the formulas and do not show that a real hafnia path reaches this threshold. The ambient-temperature current density is 2.7 × 10⁵ A/cm², and multiplying it by exp(A/T0) gives the Arrhenius prefactor that the path would need, about 1.4 × 10¹² A/cm². A generous estimate for hopping, with 10²¹ carriers per cm³, hops of 1 nm and 10¹³ attempts per second, is only 1.6 × 10⁸ A/cm². With that prefactor and the same G and V, the threshold could be reached only for Ea between 4kT0 = 0.103 eV, below which the model has no threshold, and about 0.13 eV. The critical rise is about 110 K at the upper end of this range and larger below it. The current and the activation energy of a real path must therefore be measured together and not chosen separately.

The load is proportional to G, so an error in the thermal parameters carries over to the threshold current in the same proportion as it changes G. In the one-temperature model the rise of 22.4 K does not depend on G. It is the more secure of the two results, provided that the activation energy is known. In an uneven path the thermal parameters also shape the temperature profile, so they can shift the mean critical rise by several kelvin and the peak rise by more, as shown below.

With a heat capacity of 2.7 J/(cm³ K), again a rough value, the path's volume gives C/G = 0.026 ns. At 1% above threshold the directly integrated delay is then 1.2 ns. This counts only the heat stored in the path itself. The warmed surroundings store heat too, so it is a lower estimate. An upper estimate comes from the whole modelled stack, 40 nm in radius and 30 nm high, which has 192 times the volume of the path. If all of it had the same heat capacity per volume and had to warm as much as the path, the delay at this excess would be about 0.2 μs. This bound refers to the modelled stack with its outer faces at ambient; a thick insulating layer under the electrode stores further heat and lengthens the delay. At 1% above threshold, a pulse of a microsecond is therefore long for this path in this stack, and a low duty cycle alone would not protect it during such a pulse. Closer to threshold the delay is longer.

**Changing the ambient temperature**

At 358 K (85 °C), with Ea, V and G held fixed, the critical rise is 32.9 K and the threshold current is 0.30 μA. The larger current does not mean that a hot device tolerates more wear. Each threshold current refers to its own ambient temperature, and a given path conducts more at 358 K. From 300 K to 358 K its current grows by

exp[4642 × (1/300 − 1/358)] ≈ 12.3.

A path that is at threshold in surroundings at 358 K would therefore carry only 0.30/12.3 = 0.025 μA if held at 300 K. This is about 12% of the threshold current for operation at 300 K.

The ambient temperature at which a given path tips can be found directly. Suppose its load at T0 is a fraction f of P0c. Its heating at temperature T is fP0c exp(A/T0 − A/T). Let T1 be its temperature when it tips in the warmer surroundings. The tangency condition there requires this heating to equal GT1²/A. Inserting P0c = (GTc²/A) exp(A/Tc − A/T0) and cancelling G/A,

f Tc² exp(A/Tc − A/T1) = T1².

Taking logarithms,

A(1/Tc − 1/T1) = ln(1/f) + 2 ln(T1/Tc).

For f = 1/2 the solution is T1 = 341.6 K, where both sides equal 0.81. The tipping ambient temperature is then

T1 − T1²/A = 341.58 − 25.14 = 316.44 K.

A path with a twofold margin in current at 300 K thus loses its steady state when the surroundings warm by 16 K. A margin stated as a current ratio has little meaning unless the ambient temperature is given with it.

**Uneven temperature inside the path**

The real path is hotter in the middle than at its edges. To size this effect, the Arrhenius law was applied cell by cell in the heat-flow calculation. Let g = exp(A/T0 − A/T) be the local conductivity relative to its value at ambient. Two electrical descriptions were compared.

In the first, the field is uniform, and the local heating is q0g, where q0 is the heating per volume at ambient temperature.

In the second, the current in each vertical column is conserved, and no current passes between columns. Let σ0 be the conductivity at ambient, ρ = 1/g, and ⟨ρ⟩ its average along the column. The voltage drops along the column must add up to V, which gives the current density

J = σ0V/(d⟨ρ⟩).

The local heating is J² divided by the local conductivity σ0/ρ, so

q = J²ρ/σ0 = σ0(V/d)² ρ/⟨ρ⟩² = q0 ρ/⟨ρ⟩².

Within one column, the cooler and more resistive parts then receive more heat, because the field is higher there. This description takes the conduction as ohmic and Ea as the same everywhere, although in field-assisted leakage both assumptions fail when the local field varies.

For each chosen peak rise the temperature field was iterated until it agreed with its own heating, and the corresponding load was recorded. The largest such load is the threshold:

- Uniform field: 0.96 of the one-temperature threshold, with a mean rise of 21.0 K and a peak rise of 30.0 K.
- Conserved current: 0.98 of that threshold, with a mean rise of 21.8 K and a peak rise of 29.7 K.

With the thermal values of the example, the one-temperature model therefore gives the threshold load within about 4% for both descriptions, and its critical rise is close to the mean rise of the uneven path. This agreement owes much to the interface resistance, which flattens the profile. With R = 0 the two descriptions give 0.83 and 1.13 of the one-temperature threshold, mean rises of 17 K and 26 K, and peak rises of 34 K and 43 K. The hottest point is about 30 K above ambient. A process that depends on the hottest point should not be assigned the rise of 22.4 K. The calculation was also tested in a limit where the path must be uniform, with both conductivities raised to 10⁴ W/(m K) and heating over the full radius. It then gave the one-temperature threshold within 0.1% and the mean rise within 0.2%.

**Other omitted effects**

*Tunnelling.* Suppose that a share u of the ambient-temperature current does not depend on temperature. The heating is P0[u + (1 − u)g], and its slope is P0(1 − u)gA/T². At tangency the rise equals the heating divided by its slope:

ΔT = (T²/A){1 + u/[(1 − u)g]}.

For u = 0.2 the rise becomes 24.4 K, and the total ambient load at threshold is 1.16 times as large. The constant share heats the path but does not feed back on itself.

*A power-law prefactor.* If the leakage contains an additional factor T², its logarithmic slope is A/T² + 2/T, and at tangency

1/ΔT = A/T² + 2/T.

The rise falls to 19.3 K and the threshold load to 0.87 of its former value. This correction applies when Ea is the energy in the exponent alone. The slope of ln I against −1/(kT) is Ea + 2kT, so an activation energy read from such a slope near the working temperature already contains the prefactor, and it should not be counted twice.

*Heat released outside the path.* If the last hop of 1 nm in a 10 nm path releases its energy in the anode, 10% of the electrical power is deposited there. If none of that heat warmed the path, and the rest warmed it as effectively as before, the threshold electrical power would rise by a factor 1/0.9, or 11%. The real increase is somewhat smaller, because the end of the path is its coolest part and heat in the anode still warms the path a little. A constant factor cancels from P/P′, so the critical rise would stay the same.

*Series resistance.* With 1 kΩ in series, the current of 0.61 μA at threshold drops 0.6 mV, which is 0.02% of 3 V. Fixed voltage is then a good assumption at the onset. It fails later, when the path resistance Rp has fallen. For an ohmic path with a series resistance Rs,

P = V²Rp/(Rp + Rs)².

Differentiating the logarithm and using Rp′/Rp = −A/T²,

P′/P = (Rp′/Rp)[1 − 2Rp/(Rp + Rs)] = (A/T²)(Rp − Rs)/(Rp + Rs).

The feedback vanishes when Rp = Rs. The path power is then V²/(4Rs) = 2.25 mW, more than a thousand times the 1.8 μW dissipated at threshold. A resistance of this size ends the growth far too late to keep the path cool. A larger external resistor limits the steady current, but charge already stored on the electrodes can still discharge through the path.

**Healthy leakage and a real capacitor**

Leakage spread evenly over a whole wafer is a different case. For a silicon wafer 500 μm thick, with conductivity 140 W/(m K) and its back at ambient, the cooling per area is 140/(500 × 10⁻⁶) W/(m² K), or 28 W/(cm² K). With the same Ea and V, the threshold current density at ambient temperature is

28 W/(cm² K) × 7.645 K / 3 V = 71 A/cm².

A rough healthy leakage of 10⁻⁴ A/cm² is smaller by a factor of about 7 × 10⁵. Extra thermal resistance in a package lowers this margin in proportion to the cooling per area. The local path, at its own threshold, has an ambient-temperature current density of 2.7 × 10⁵ A/cm². Within this model, a healthy film with uniform current on a wafer whose back is held near ambient is far from the threshold. The margin depends on that heat sink: a wafer leaking over its whole area and cooled only by free air, at roughly 2 × 10⁻³ W/(cm² K), would have a margin of about 50 at 300 K and about 6 at 358 K. A worn path comes near it only if its local current density is many orders of magnitude higher.

In a real hafnia-based memory capacitor, a thickness near 10 nm and fields of a few MV/cm are usual. Field cycling can create and move defects and can raise the leakage, which in the model means a growing load. The path radius, the activation energy of the worn path and the interface resistance are much less certain; the values used here are rough assumptions and not measurements on one device. The most doubtful assumption is the combination of a 0.40 eV activation energy with the current needed at threshold, because of the large prefactor it requires. The uniform path temperature is also an approximation: the peak critical rise is 30 K here, against 22 K in the one-temperature model. A changing defect structure also breaks the assumption of a fixed leakage law, and this model cannot size that change. Breakdown may begin through bond breaking or defect generation before the thermal threshold is reached, so the threshold current is not a predicted breakdown current for every device.

**Using the result**

Five inputs are needed: T0, V, the ambient-temperature current of the path, Ea at that voltage, and G. The total device current can stand for the path current only if one path dominates. Compute Tc from the full root, then P0c, and compare it with V times the ambient-temperature current. A measured steady current I already includes self-heating. The path is then at T = T0 + VI/G, and its ambient-temperature current is I exp(A/T − A/T0). At half threshold the measured current is exp(0.249) = 1.28 times the ambient-temperature current. Repeat the comparison at the highest ambient temperature of use, with the current that the path would carry if held at that temperature.

The measurement of Ea needs care, because self-heating enters it. For a steady path, differentiating P(T) = G(T − T0) with respect to ambient temperature gives P′ dT/dT0 = G(dT/dT0 − 1), or

dT/dT0 = 1/(1 − P′/G).

The apparent activation energy, taken from current against ambient temperature, is Ea multiplied by this factor and by (T0/T)². On the stable branch P′/G = A(T − T0)/T². At half threshold this is 4642 × 4.90/304.9² = 0.245, so the path temperature changes 1.32 times as fast as the ambient. The factor grows without bound as the threshold is approached. If Ea is extracted close to threshold without this correction, it comes out too high and the critical rise calculated from it too low. The values behind the example are listed in the numerical output.

Values computed for the example and the checks

```
Ambient temperature: 300 K
Activation energy: 0.4 eV
Voltage: 3 V
Film thickness: 10 nm
Field: 3 MV/cm
Path radius: 5 nm
Electrode thickness: 10 nm
Film thermal conductivity: 1 W/(m K)
Electrode thermal conductivity: 10 W/(m K)
Interface thermal resistance: 5e-09 m2 K/W
Computed cooling conductance G: 8.1713e-08 W/K
G on coarser, wider grid: 8.0872e-08 W/K
epsilon = k T0/Ea: 0.06463
Simple rise k T0^2/Ea: 19.389 K
Full critical rise: 22.391 K
Critical temperature Tc: 322.39 K
Threshold heating at ambient P0c: 0.62468 uW
Threshold current at ambient: 0.20823 uA
Current at Tc: 0.60988 uA
Current growth from T0 to Tc: 2.9289
Threshold path current density: 2.6512e+05 A/cm2
Critical rise at 358 K ambient: 32.923 K
Threshold current at 358 K: 0.3009 uA
Half threshold: stable rise: 4.902 K
Half threshold: unstable rise: 68.997 K
Half-threshold path: tipping ambient: 316.44 K
Settled rise at 0.99 threshold: 19.164 K
Volumetric heat capacity: 2.7 J/(cm3 K)
Path thermal time C/G: 0.025952 ns
Delay at 1% excess, direct: 1.1569 ns
Delay at 1% excess, formula: 1.2425 ns
Uniform field: threshold / simple model: 0.95852
Uniform field: mean critical rise: 21.001 K
Uniform field: peak critical rise: 29.953 K
Conserved current: threshold / simple model: 0.98351
Conserved current: mean critical rise: 21.752 K
Conserved current: peak critical rise: 29.735 K
Assumed tunnelling share at ambient: 0.2
Critical rise with tunnelling: 24.444 K
Threshold ratio with tunnelling: 1.1557
Critical rise with T^2 prefactor: 19.309 K
Threshold ratio with T^2 prefactor: 0.8747
Assumed series resistance: 1000 ohm
Series voltage share at Tc: 0.00020329
Assumed last-hop length: 1 nm
Heat share released in anode: 0.1
Silicon thermal conductivity: 140 W/(m K)
Wafer thickness: 500 um
Wafer cooling per area: 28 W/(cm2 K)
Uniform-leakage threshold: 71.352 A/cm2
Rough healthy leakage: 0.0001 A/cm2
Uniform threshold / healthy leakage: 7.1352e+05
```
